# Coordination bounds on the lowest level of an irregular s network: a program that tests the result

```python
"""
Result under test: for one orthogonal s orbital per site, zero on-site energy
and hopping -t (t > 0) on every contact, the lowest energy E0 satisfies
    -t * max(z) <= E0 <= -t * mean(z),
where z[i] is the number of contacts of site i.
A is the contact matrix (1 for a contact, otherwise 0), and H = -t A.
Lengths are in nm and energies in eV. Material inputs are rough model values.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree

t = 0.5                  # hopping strength, eV
n_sites = 500
density = 30.0           # sites per nm^3
core = 0.33              # target closest separation, nm
cutoff = 0.45            # contact distance, nm
side = (n_sites / density) ** (1 / 3)
assert side > 2 * cutoff  # no pair can have two contacts


def lowest(matrix, overlap=None):
    return eigh(matrix, overlap, eigvals_only=True, subset_by_index=[0, 0])[0]


def make_packing(seed):
    """Push random points apart until few or no cores overlap."""
    generator = np.random.default_rng(seed)
    points = generator.random((n_sites, 3)) * side
    for _ in range(800):
        tree = cKDTree(points, boxsize=side)
        pairs = tree.query_pairs(core, output_type="ndarray")
        if len(pairs) == 0:
            break
        first, second = pairs.T
        separation = points[second] - points[first]
        separation -= side * np.round(separation / side)
        length = np.linalg.norm(separation, axis=1)
        push = (0.15 * (core - length) / length)[:, None] * separation
        np.add.at(points, first, -push)
        np.add.at(points, second, push)
        points = points % side % side
    return points


def contacts(points):
    vectors = points[None, :, :] - points[:, None, :]
    vectors -= side * np.round(vectors / side)
    distances = np.linalg.norm(vectors, axis=2)
    matrix = (distances < cutoff).astype(float)
    np.fill_diagonal(matrix, 0.0)
    return matrix, vectors, distances


# Every labelled five-site network: bounds and both equality conditions.
possible = list(combinations(range(5), 2))
n_graphs = 2 ** len(possible)
for mask in range(n_graphs):
    graph = np.zeros((5, 5))
    for bit, (i, j) in enumerate(possible):
        if mask >> bit & 1:
            graph[i, j] = graph[j, i] = 1.0
    degree = graph.sum(axis=1)
    energy = np.linalg.eigvalsh(-graph)[0]
    assert -degree.max() - 1e-10 <= energy <= -degree.mean() + 1e-10
    assert energy <= -np.sqrt(np.mean(degree ** 2)) + 1e-10
    regular = degree.min() == degree.max()
    assert (abs(energy + degree.mean()) < 1e-9) == regular
    count, label = connected_components(graph, directed=False)
    full_piece = any(np.all(degree[label == p] == degree.max())
                     for p in range(count))
    assert (abs(energy + degree.max()) < 1e-9) == full_piece

# Three-site chain.
chain = np.array([[0., 1., 0.], [1., 0., 1.], [0., 1., 0.]])
chain_z = chain.sum(axis=1)
chain_energy = lowest(-t * chain)
assert abs(chain_energy + t * np.sqrt(np.mean(chain_z ** 2))) < 1e-12

# Main amorphous packing.
A, vectors, distances = contacts(make_packing(1))
z = A.sum(axis=1)
bonded = A > 0
closest = distances[~np.eye(n_sites, dtype=bool)].min()
assert closest > 0.30
assert connected_components(A, directed=False)[0] == 1
H = -t * A
levels, states = eigh(H, subset_by_index=[0, 0])
E0, ground = levels[0], states[:, 0]
lower, upper = -t * z.max(), -t * z.mean()
rms_upper = -t * np.sqrt(np.mean(z ** 2))
assert lower < E0 <= rms_upper < upper
participation = 1 / (n_sites * np.sum(ground ** 4))

# Contact-sum identity for random complex amplitudes.
rng = np.random.default_rng(7)
c = rng.normal(size=n_sites) + 1j * rng.normal(size=n_sites)
c /= np.linalg.norm(c)
difference_sum = sum(abs(c[i] - c[j]) ** 2
                     for i, j in np.argwhere(np.triu(A)))
identity = -t * np.sum(z * abs(c) ** 2) + t * difference_sum
assert abs(np.vdot(c, H @ c).real - identity) < 1e-10

# Further packings.
other_energies = []
for seed in (2, 3):
    other, _, _ = contacts(make_packing(seed))
    other_z = other.sum(axis=1)
    value = lowest(-t * other)
    assert -t * other_z.max() <= value <= -t * other_z.mean()
    other_energies.append(value)

# Random hopping signs remove the common gain of the uniform state.
signs = np.triu(rng.choice([-1., 1.], size=A.shape), 1)
signs += signs.T
signed_energy = lowest(H * signs)
assert signed_energy > upper


# Bloch phases, effective mass and filling.
def bloch_energy(k):
    return lowest(H * np.exp(1j * (vectors @ np.asarray(k))))


for _ in range(4):
    assert bloch_energy(rng.uniform(-1, 1, 3) * np.pi / side) >= E0 - 1e-10


def mean_rise(k):
    return np.mean([bloch_energy(k * axis) - E0 for axis in np.eye(3)])


hbar2_over_m = const.hbar ** 2 / const.m_e / const.e * 1e18
small_k = 0.1
curvature = 2 * mean_rise(small_k) / small_k ** 2
curvature_check = 2 * mean_rise(2 * small_k) / (2 * small_k) ** 2
assert abs(curvature_check / curvature - 1) < 0.02
mass = hbar2_over_m / curvature
carriers_cm3 = 1e19
fermi_k = (3 * np.pi ** 2 * carriers_cm3 * 1e-21) ** (1 / 3)
fermi_energy = hbar2_over_m * fermi_k ** 2 / (2 * mass)
direct_rise = mean_rise(fermi_k)
# The direct band includes departures from a parabola, hence 10 percent.
assert abs(direct_rise / fermi_energy - 1) < 0.10
temperature = 300.0
thermal = const.k * temperature / const.e

# Distance-dependent hopping, with its mean over contacts held at t.
decay = 0.10
hopping = A * np.exp(-distances / decay)
hopping *= t / hopping[bonded].mean()
variable_energy = lowest(-hopping)

# On-site disorder with zero mean.
site_width = 0.30
site = rng.normal(size=n_sites)
site = site_width * (site - site.mean()) / site.std()
site_energy = lowest(H + np.diag(site))
both_energy = lowest(-hopping + np.diag(site))
row_value = site - hopping.sum(axis=1)
assert row_value.min() <= both_energy <= row_value.mean()

# Nonorthogonal orbitals: generalized diagonalization against the formula.
s = 0.05
S = np.eye(n_sites) + s * A
smallest_overlap = lowest(S)
assert smallest_overlap > 0
overlap_energy = lowest(H, S)
lam = -E0 / t
assert abs(overlap_energy + t * lam / (1 + s * lam)) < 1e-9
overlap_lower = -t * z.max() / (1 + s * z.max())
overlap_upper = -t * z.mean() / (1 + s * z.mean())
assert overlap_lower <= overlap_energy <= overlap_upper

# On-site rise t per contact, as supplied by ideal straight p bridges.
bridge_energy = lowest(H + np.diag(t * z))
assert abs(bridge_energy) < 1e-9
# Explicit bridge orbitals on the chain, with opposite coupling signs.
depth = 50.0
coupling = np.sqrt(t * depth)
incidence = np.array([[1., 0.], [-1., 1.], [0., -1.]])
full = np.block([[np.zeros((3, 3)), coupling * incidence],
                 [coupling * incidence.T, -depth * np.eye(2)]])
explicit = np.linalg.eigvalsh(full)[-3:]
effective = np.linalg.eigvalsh(t * (np.diag(chain_z) - chain))
assert abs(explicit[0]) < 1e-10
# Elimination of deep bridges has relative error of order energy/depth.
assert np.allclose(explicit, effective, atol=0.06)

hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"five-site networks checked: {n_graphs}")
print(f"hopping strength t: {t:.3f} eV")
print(f"chain lower bound: {-t * chain_z.max():.4f} eV")
print(f"chain lowest energy: {chain_energy:.4f} eV")
print(f"chain upper bound: {-t * chain_z.mean():.4f} eV")
print(f"packing sites: {n_sites}")
print(f"site density: {density:.1f} nm^-3")
print(f"cell side: {side:.4f} nm")
print(f"target closest separation: {core:.3f} nm")
print(f"actual closest separation: {closest:.4f} nm")
print(f"contact cutoff: {cutoff:.3f} nm")
print(f"mean contact length: {distances[bonded].mean():.4f} nm")
print(f"minimum coordination: {z.min():.0f}")
print(f"mean coordination: {z.mean():.4f}")
print(f"root-mean-square coordination: {np.sqrt(np.mean(z**2)):.4f}")
print(f"standard deviation of coordination: {z.std():.4f}")
print(f"maximum coordination: {z.max():.0f}")
print(f"largest eigenvalue of A: {lam:.4f}")
print(f"lower energy bound: {lower:.4f} eV")
print(f"lowest energy E0: {E0:.4f} eV")
print(f"lowest energy E0 converted: {E0 / hartree:.5f} hartree")
print(f"root-mean-square upper bound: {rms_upper:.4f} eV")
print(f"mean-coordination upper bound: {upper:.4f} eV")
print(f"participating fraction of sites: {participation:.4f}")
print(f"E0, second packing: {other_energies[0]:.4f} eV")
print(f"E0, third packing: {other_energies[1]:.4f} eV")
print(f"E0 with random hopping signs: {signed_energy:.4f} eV")
print(f"hopping decay length: {decay:.3f} nm")
print(f"E0 with variable hopping: {variable_energy:.4f} eV")
print(f"shift from variable hopping: {variable_energy - E0:.4f} eV")
print(f"on-site standard deviation: {site_width:.3f} eV")
print(f"E0 with on-site disorder: {site_energy:.4f} eV")
print(f"shift from on-site disorder: {site_energy - E0:.4f} eV")
print(f"E0 with both disorders: {both_energy:.4f} eV")
print(f"extended lower bound, both: {row_value.min():.4f} eV")
print(f"extended upper bound, both: {row_value.mean():.4f} eV")
print(f"contact overlap s: {s:.3f}")
print(f"smallest overlap eigenvalue: {smallest_overlap:.4f}")
print(f"lower bound with overlap: {overlap_lower:.4f} eV")
print(f"E0 with overlap: {overlap_energy:.4f} eV")
print(f"upper bound with overlap: {overlap_upper:.4f} eV")
print(f"shift from overlap: {overlap_energy - E0:.4f} eV")
print(f"E0 with ideal bridge on-site rise: {abs(bridge_energy):.4f} eV")
print(f"shift from ideal bridge rise: {bridge_energy - E0:.4f} eV")
print(f"explicit bridge depth: {depth:.1f} eV")
print(f"explicit bridge coupling: {coupling:.4f} eV")
print("explicit bridge chain levels:",
      ", ".join(f"{abs(x) if abs(x) < 1e-9 else x:.4f}"
                for x in explicit), "eV")
print("effective bridge chain levels:",
      ", ".join(f"{abs(x) if abs(x) < 1e-9 else x:.4f}"
                for x in effective), "eV")
print(f"effective mass: {mass:.4f} electron masses")
print(f"electron density: {carriers_cm3:.1e} cm^-3")
print(f"Fermi wave number: {fermi_k:.4f} nm^-1")
print(f"parabolic Fermi energy above E0: {fermi_energy:.4f} eV")
print(f"direct band rise at Fermi wave number: {direct_rise:.4f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal:.4f} eV")
print("verified")
```

It prints:

```
five-site networks checked: 1024
hopping strength t: 0.500 eV
chain lower bound: -1.0000 eV
chain lowest energy: -0.7071 eV
chain upper bound: -0.6667 eV
packing sites: 500
site density: 30.0 nm^-3
cell side: 2.5544 nm
target closest separation: 0.330 nm
actual closest separation: 0.3291 nm
contact cutoff: 0.450 nm
mean contact length: 0.3608 nm
minimum coordination: 6
mean coordination: 11.2080
root-mean-square coordination: 11.2716
standard deviation of coordination: 1.1953
maximum coordination: 15
largest eigenvalue of A: 11.4293
lower energy bound: -7.5000 eV
lowest energy E0: -5.7146 eV
lowest energy E0 converted: -0.21001 hartree
root-mean-square upper bound: -5.6358 eV
mean-coordination upper bound: -5.6040 eV
participating fraction of sites: 0.7782
E0, second packing: -5.7528 eV
E0, third packing: -5.7317 eV
E0 with random hopping signs: -3.2925 eV
hopping decay length: 0.100 nm
E0 with variable hopping: -5.7212 eV
shift from variable hopping: -0.0066 eV
on-site standard deviation: 0.300 eV
E0 with on-site disorder: -5.7232 eV
shift from on-site disorder: -0.0085 eV
E0 with both disorders: -5.7274 eV
extended lower bound, both: -7.2640 eV
extended upper bound, both: -5.6040 eV
contact overlap s: 0.050
smallest overlap eigenvalue: 0.7852
lower bound with overlap: -4.2857 eV
E0 with overlap: -3.6365 eV
upper bound with overlap: -3.5914 eV
shift from overlap: 2.0781 eV
E0 with ideal bridge on-site rise: 0.0000 eV
shift from ideal bridge rise: 5.7146 eV
explicit bridge depth: 50.0 eV
explicit bridge coupling: 5.0000 eV
explicit bridge chain levels: 0.0000, 0.4951, 1.4575 eV
effective bridge chain levels: 0.0000, 0.5000, 1.5000 eV
effective mass: 0.3504 electron masses
electron density: 1.0e+19 cm^-3
Fermi wave number: 0.6665 nm^-1
parabolic Fermi energy above E0: 0.0483 eV
direct band rise at Fermi wave number: 0.0469 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
verified
```
